# Comment on using zero-bias transmission to obtain a finite-bias current

**The argument under review.** The manuscript treats a molecule between two metal electrodes. It computes the transmission at the Fermi level without bias, $T(\mu;0)=0.0498$, multiplies it by $2e^2/h=77.48\ \mu\mathrm{A/V}$, and reports a current of $3.86\ \mu$A at $1$ V, the same in both directions. The justification runs as follows: "Transport is coherent, so the conductance is the transmission. The transmission is a property of the junction. Hence the current is conductance times voltage."

The first sentence is acceptable at small bias and low temperature. The question is whether the second survives a bias of 1 V, and what the current is if it does not. I answer it for a model in which each step can be followed.

**The model and its transmission**

One orbital of energy $\varepsilon$ sits between two semi-infinite chains with hopping $-t$ and site energies $s_L$, $s_R$. It couples to the chain ends by $-c_L$ and $-c_R$. The electrons are spin-degenerate and move in a static mean field. In a chain, $E=s-2t\cos k$, and for $0<k<\pi$ the wave $e^{ikj}$ travels to the right with speed $2t\sin k/\hbar$ in sites per unit time.

For an electron arriving from the left, write
$$\psi_j=e^{ik_Lj}+re^{-ik_Lj}\ (j\le-1),\qquad \psi_j=\tau e^{ik_Rj}\ (j\ge1),$$
and let $\phi$ be the amplitude on the orbital. In an unbroken chain the neighbour of site $-1$ would carry the amplitude $1+r$ with hopping $-t$; here it carries $\phi$ with coupling $-c_L$. The equation at site $-1$ therefore requires $t(1+r)=c_L\phi$. Likewise $t\tau=c_R\phi$. Eliminating $r$ and $\tau$ gives
$$\psi_{-1}=-2i\sin k_L+\frac{c_L}{t}e^{ik_L}\phi,\qquad \psi_1=\frac{c_R}{t}e^{ik_R}\phi .$$
Inserting these in the orbital's equation, $(E-\varepsilon)\phi=-c_L\psi_{-1}-c_R\psi_1$, yields
$$\phi=2ic_L\sin k_L\,G,\qquad G=\frac1{E-\varepsilon-\Sigma_L-\Sigma_R},\qquad \Sigma_\alpha=-\frac{c_\alpha^2}{t}e^{ik_\alpha}.$$
Define $\Gamma_\alpha=-2\,\mathrm{Im}\,\Sigma_\alpha=2(c_\alpha^2/t)\sin k_\alpha$. The transmission is the ratio of outgoing to incoming flux:
$$T=|\tau|^2\frac{\sin k_R}{\sin k_L}=\frac{4c_L^2c_R^2}{t^2}\sin k_L\sin k_R|G|^2=\Gamma_L\Gamma_R|G|^2 .$$

**From transmission to current**

Each reservoir fills the scattering states that start in it. States from the left in $dk$ have density $dk/2\pi$ per spin, and $dE=2t\sin k\,dk$. Their transmitted flux is $(2t\sin k/\hbar)\,T\,dk/2\pi=T\,dE/h$: the speed cancels the density of states. The same $T$ holds from the right, since $\Gamma_L\Gamma_R|G|^2$ is symmetric in the leads. With two spins,
$$I(V)=\frac{2e}{h}\int T(E;V)\,[f_L(E)-f_R(E)]\,dE. \tag{1}$$
The same counting gives the occupation per spin, because $|\phi|^2dk/2\pi=\Gamma_L|G|^2dE/2\pi$ for states from the left:
$$n=\int\frac{dE}{2\pi}\,(\Gamma_Lf_L+\Gamma_Rf_R)|G|^2 . \tag{2}$$

I take $\mu_L=+eV/2$ and $\mu_R=-eV/2$, with each lead band moving with its own chemical potential. Positive $I$ means electrons flowing from left to right. Below, energies are in eV and $V$ in volts, so $e$ drops out of energy differences.

**Why the transmission is not a fixed property**

Bias moves the orbital in two ways. A fraction $a$ of $V$ reaches it electrostatically even if its charge does not change. In addition, each spin is repelled by the electron of opposite spin with energy $U$. In mean field,
$$\varepsilon(V)=\varepsilon_0+aV+U[n(V)-n(0)]. \tag{3}$$
Equations (2) and (3) must be solved together. The occupations set the potential, the potential sets $T$, and $T$ enters (1). The manuscript's second sentence cuts this chain.

If the bands are wide enough for $\Gamma_\alpha$ to be constant and $\mathrm{Re}\,\Sigma_\alpha$ negligible, $|G|^2$ depends on $E-\varepsilon$ alone. Raising $\varepsilon$ at fixed reservoirs then lowers $n$, so for $U\ge0$ equation (3) has one solution.

**What the shortcut keeps**

For small $V$, the difference of Fermi functions is odd in $V$:
$$f_L-f_R=V(-f')+O(V^3).$$
Writing $T(E;V)=T_0(E)+V\,T_1(E)+\dots$ and collecting powers in (1), with $G_0=2e^2/h$,
$$I=G_1V+G_2V^2+O(V^3),\quad G_1=G_0\!\int T_0(-f')dE,\quad G_2=G_0\!\int T_1(-f')dE. \tag{4}$$
The change of transmission is absent from $G_1$ because it multiplies a window that is itself of order $V$. This is why a zero-bias calculation suffices for the linear conductance. Replacing $G_1$ by $G_0T(\mu;0)$ is justified if $T_0$ also varies little over the thermal width. A linear variation about $\mu$ cancels, because $-f'$ is even there; the leading correction comes from the curvature of $T_0$.

In the wide-band case $T_1=-\varepsilon'(0)\,dT_0/dE$, where $\varepsilon'=d\varepsilon/dV$. To find it, let
$$D=\int(-f')\,\frac{\Gamma|G|^2}{2\pi}\,dE,\qquad \Gamma=\Gamma_L+\Gamma_R .$$
At $V=0$, $\partial f_L/\partial V=\tfrac12(-f')$ and $\partial f_R/\partial V=-\tfrac12(-f')$, so (2) gives $\partial n/\partial V=D(\Gamma_L-\Gamma_R)/(2\Gamma)$ at fixed $\varepsilon$. At fixed $V$, integration by parts gives $\partial n/\partial\varepsilon=-D$. Differentiating (3),
$$\varepsilon'=a+U\left[\frac{\Gamma_L-\Gamma_R}{2\Gamma}D-D\varepsilon'\right]
\ \Rightarrow\
\varepsilon'(0)=\frac{a+UD(\Gamma_L-\Gamma_R)/(2\Gamma)}{1+UD}. \tag{5}$$
In a mirror-symmetric junction $a=0$ and $\Gamma_L=\Gamma_R$, so $\varepsilon'(0)=0$ and the quadratic error vanishes. The cubic error generally remains. With a frozen $T_0$ at low temperature, the symmetric window gives
$$\int_{-V/2}^{V/2}T_0\,dE=T_0(0)V+\frac{T_0''(0)}{24}V^3+\dots$$

**Numbers for the junction under review**

I use round parameters: $\Gamma_L=0.24$ eV and $\Gamma_R=0.08$ eV at the band centre, $\varepsilon_0=0.6$ eV above $\mu$, $a=0.2$, $U=0.8$ eV, $t=3$ eV and 300 K. They reproduce the manuscript's $T(\mu;0)$. The thermal conductance is $3.92\ \mu$S against $G_0T(\mu;0)=3.86\ \mu$S, so temperature accounts for 1.5% of the latter.

For wide bands $D=0.134\ \mathrm{eV}^{-1}$, hence $UD=0.107$. Equation (5) gives
$$\varepsilon'(0)=\frac{0.2+0.107\times0.25}{1.107}=0.205\ \mathrm{eV/V}.$$
The resulting $G_2$ is $-2.54\ \mu\mathrm{A/V^2}$, and the self-consistent wide-band currents at $\pm0.01$ V give the same value to three digits. For $t=3$ eV, which is used for the ratios and the table below, $\varepsilon'(0)$ is still $0.205$, but the self-energies also move with the bands and $G_2$ becomes $-2.45\ \mu\mathrm{A/V^2}$. The dependence on polarity, which the shortcut misses, is thus already visible at 0.1 V: the ratio of full current to shortcut is 0.96 at $+0.1$ V and 1.09 at $-0.1$ V. At $\pm0.5$ V the ratios are 0.83 and 1.67.

At 1 V, I change one ingredient at a time:

| Stage | $+1$ V ($\mu$A) | $-1$ V ($\mu$A) |
|---|---:|---:|
| $G_0T(\mu;0)V$ | 3.86 | −3.86 |
| wider window, $T$ frozen | 7.93 | −7.93 |
| potentials shifted, no charging | 3.44 | −17.52 |
| self-consistent | 3.12 | −13.92 |

At $+1$ V the shortcut is off by only $0.73\ \mu$A, but not because its assumptions hold. The wider window adds $4.07\ \mu$A, the shifted potentials remove $4.49\ \mu$A, and charging removes another $0.32\ \mu$A. At $-1$ V the first two changes have the same sign, and the full current is 3.6 times the shortcut. A comparison at $+1$ V alone would have hidden most of the fault.

The level positions explain the asymmetry. From (3),
$$\varepsilon(+1)=0.6+0.2+0.8\,(0.1093-0.0744)=0.828\ \mathrm{eV},$$
$$\varepsilon(-1)=0.6-0.2+0.8\,(0.1631-0.0744)=0.471\ \mathrm{eV}.$$
The window runs from $-0.5$ to $+0.5$ eV in both cases. The level lies $0.33$ eV above it at $+1$ V and just inside it at $-1$ V. Charging opposes the entry: without it, the level would be at $0.400$ eV.

Equation (1) was tested without using scattering states. Two finite leads of 400 sites each, filled separately, were joined through the orbital held at its self-consistent energy. The electrons that crossed between times 80 and 120, in units of $\hbar$/eV, were counted. The count gives $3.12\ \mu$A and $-13.92\ \mu$A, in agreement with (1).

**A frozen spectrum is not a unique repair**

The authors might reply by integrating $T(E;0)$ over the bias window. This corrects the occupations only, and its result depends on where the window is placed. The interval $(-0.5,0.5)$ eV gives $7.93\ \mu$A; the interval $(0,1)$ eV gives $23.5\ \mu$A. The full current has no such ambiguity, because shifting the leads, the level and both chemical potentials together changes nothing.

The wide-band, low-temperature limit shows what the choice means. With $w=\Gamma/2=0.16$ eV,
$$I=G_0\frac{\Gamma_L\Gamma_R}{w}\left[\arctan\frac{\mu_L-\varepsilon}{w}-\arctan\frac{\mu_R-\varepsilon}{w}\right]. \tag{6}$$
Only the distances from the level to the chemical potentials enter. Without charging, a symmetric window with $\varepsilon=\varepsilon_0$ assumes $a=0$. A window $(0,V)$ assumes that the level follows the right electrode, $a=-\tfrac12$. Each placement is an unstated claim about the potential profile.

Equation (6) also serves for hand estimates. Its prefactor is $77.48\times0.0192/0.16=9.30\ \mu$A. For the symmetric frozen window the bracket is $-0.559+1.426=0.868$, giving $8.07\ \mu$A. For $\varepsilon=0.8$ eV it is $-1.081+1.448=0.367$, giving $3.42\ \mu$A, close to the uncharged value in the table.

**Differential conductance does not rescue the argument**

Differentiating (1) gives two terms:
$$\frac{dI}{dV}=G_0\!\int T(E;V)\,\frac{(-f_L')+(-f_R')}{2}\,dE+G_0\!\int\frac{\partial T}{\partial V}(f_L-f_R)\,dE .$$
At $-1$ V they are $28.06$ and $0.68\ \mu$S, together $28.7\ \mu$S, against the manuscript's constant $3.86\ \mu$S. The second term is small at this bias because charging almost cancels the electrostatic shift there: $d\varepsilon/dV=0.02$ against $a=0.2$, and for $U=0$ the term is $8.7\ \mu$S. The split also depends on the energy reference. With $\mu_R$ held fixed the two terms are $1.5$ and $27.2\ \mu$S, and only their sum is unchanged. In either case the first term contains the transmission at $-1$ V, not at zero bias. A small second term at one bias does not mean that $T$ has changed little since $V=0$.

**When the shortcut is sound**

If $T$ is independent of bias and flat over the thermally smeared window, (1) reduces to $G_0T(\mu;0)V$, because $\int(f_L-f_R)\,dE=V$. Take a level at $\mu$ with $\Gamma_L=\Gamma_R=40$ eV, $a=U=0$ and very wide bands. Near $\mu$, $T\simeq1-(E/40)^2$. The mean of $E^2$ over a 1 V window is $1/12\ \mathrm{eV}^2$, so the expected loss is $1/(12\times1600)=5\times10^{-5}$. The computed ratio to the shortcut is $0.99995$. The voltage is the same as before; the energy scale of the junction is not. A broadening of 40 eV is a limiting case, far beyond real contacts: for the same resonant level with 1 eV per lead the ratio at 1 V is 0.93, and with 0.3 eV it is 0.62.

**What this says about a real junction**

The parameters are illustrative and describe a molecule bound more strongly on one side; they were not computed for a particular molecule. Among the assumptions varied below, that of a single orbital changes $T(\mu;0)$ most. Adding a filled orbital at $-2.5$ eV with equal couplings, shifted by $aV$ under bias, while keeping the first level at the energies found above, changes $T(\mu;0)$ to $0.030$ or $0.077$, depending on the interference sign. The ratio of full current to shortcut at $-1$ V becomes 5.5 or 2.7; at $+1$ V it is 0.80 or 0.85.

Mean field is also an approximation, since $U/\Gamma=2.5$. It is stable against spin splitting at $-1$ V: a small imbalance between the spins feeds back with a factor 0.42, below the threshold of 1. An estimate with separate spectral peaks for empty and occupied opposite spin, the lower one placed at $\varepsilon_0-Un(0)=0.54$ eV at zero bias, has $T(\mu;0)=0.055$ and gives $3.7$ and $-17.4\ \mu$A, with ratios 0.87 and 4.1 to its own shortcut. Placing the lower peak so that $T(\mu;0)=0.0498$ gives $3.3$ and $-16.6\ \mu$A instead. If the nuclei follow the mean charge and gain $\lambda N^2$ for $N=2n$ electrons, the level moves by $-2\lambda N=-4\lambda n$, so $U$ is replaced by $U-4\lambda$. For $\lambda=0.1$ eV the currents are $3.3$ and $-15.5\ \mu$A. Direct tunnelling through a 1 nm gap with a 5 eV barrier has an exponential factor near $10^{-10}$ and is negligible here.

These variations shift the absolute currents appreciably, but in each of them the full current at $-1$ V exceeds the shortcut by a factor of about 2.7 or more. The model does not say whether the junction survives. One volt across 1 nm is a mean field of 10 MV/cm, and the electrical power at $-1$ V is $14\ \mu$W; changes of bonding or geometry would require a separate calculation.

**Requested revision.** The value $3.86\ \mu$S may stand as a low-temperature linear conductance. The currents at $\pm1$ V should be recomputed from (1), with the potential and occupations converged at each bias and for both polarities. If a frozen spectrum is shown for comparison, its energy reference should be stated together with the potential profile it implies. The numerical output gives the remaining intermediate values.

## Numbers as computed

```
Gamma_L, Gamma_R = 0.24, 0.08 eV; hop 3.0 eV
level 0.6 eV, lever 0.2, U 0.8 eV
temperature 300 K, kT = 0.02585 eV
2e^2/h = 77.4809 uA/V
T(mu;0) = 0.04979; G0*T = 3.8580 uS
thermal zero-bias conductance = 3.9169 uS
occupation per spin at 0 V = 0.0744
V=+1 V: shortcut 3.858 uA, frozen-T window 7.928 uA
  tilted, no charging 3.442 uA; full 3.125 uA
  full/shortcut = 0.810
  level: bare 0.800, full 0.8280 eV
  occupation per spin = 0.1093
  released leads: 3.124 uA, n = 0.1093
V=-1 V: shortcut -3.858 uA, frozen-T window -7.928 uA
  tilted, no charging -17.524 uA; full -13.924 uA
  full/shortcut = 3.609
  level: bare 0.400, full 0.4710 eV
  occupation per spin = 0.1631
  released leads: -13.924 uA, n = 0.1631
frozen T, window (0,1) eV: 23.501 uA
full/shortcut at +0.05 V: 0.9853; at -0.05 V: 1.0490
full/shortcut at +0.1 V: 0.9589; at -0.1 V: 1.0872
full/shortcut at +0.2 V: 0.9148; at -0.2 V: 1.1799
full/shortcut at +0.5 V: 0.8343; at -0.5 V: 1.6694
wide band: D = 0.1342 /eV, dlevel/dV = 0.2048 eV/V
  same slope from solved levels = 0.2048 eV/V
  G1 formula 3.9202, direct 3.9205 uS
  G2 formula -2.5360, direct -2.5354 uA/V^2
arctan law 8.0681, integral 8.0649 uA (1 V)
dI/dV at -1 V = 28.743 uS
  edge part 28.061 uS, deformation part 0.683 uS
broad level (40+40 eV), 1 V: full/shortcut = 0.99995
U/Gamma = 2.50
spin-splitting response at -1 V (limit 1) = 0.418
two-peak estimate: T(mu;0) = 0.05534
  V=+1 V: 3.743 uA, ratio 0.873
  V=-1 V: -17.448 uA, ratio 4.070
nuclear relaxation 0.1 eV: I(+1 V) = 3.260, I(-1 V) = -15.497 uA
2nd orbital -2.5 eV, sign +1: T(mu;0) = 0.02959
  I(+1 V) 1.833 uA, ratio 0.800; I(-1 V) -12.604 uA, ratio 5.497
2nd orbital -2.5 eV, sign -1: T(mu;0) = 0.07687
  I(+1 V) 5.048 uA, ratio 0.848; I(-1 V) -16.061 uA, ratio 2.697
direct tunnelling factor, 1.0 nm, 5.0 eV: 1.1e-10
field at 1 V = 10.0 MV/cm
electrical power at -1 V = 13.92 uW
```
